# Counting states at a cleaved chain with the determinant formula

**Q.** You want to find how a surface changes the density of states of a solid. Both the solid before the cut and the solid after it have infinitely many states. What finite quantity can you compute?

**A.** I compare two one-electron Hamiltonians on the same sites: \(H_0\) before cleavage and \(H=H_0+V\) after it. The perturbation \(V\) is Hermitian and touches a finite number of sites. The electrons are independent, or move in a fixed mean field, and I count states per spin unless I say otherwise.

Start with \(M\) sites, \(M\) finite. Let \(N(E)\) and \(N_0(E)\) be the numbers of levels of \(H\) and \(H_0\) below \(E\). The quantity I want is \(\Delta N(E)=N(E)-N_0(E)\), and it can stay finite when \(M\) grows.

**Q.** Level counts come from eigenvalues. How do Green functions enter without diagonalizing \(H\)?

**A.** Define \(G_0(z)=(z-H_0)^{-1}\) and \(G(z)=(z-H)^{-1}\) for \(\mathrm{Im}\,z>0\). Then

\[
(z-H_0)(1-G_0V)=z-H_0-V=z-H .
\]

The determinant of a product is the product of determinants, so

\[
D(z)\equiv\det(1-G_0V)=\frac{\det(z-H)}{\det(z-H_0)}=\frac{\prod_j(z-e_j)}{\prod_j(z-e_j^0)},
\]

with \(e_j\) the levels of \(H\) and \(e_j^0\) those of \(H_0\). Now take the phase. In the upper half-plane each \(z-e\) has an argument between 0 and \(\pi\). When \(z\) comes down to \(E+i0\), that argument becomes \(\pi\) if \(e>E\) and 0 if \(e<E\). Each level above \(E\) therefore contributes \(\pi\):

\[
\mathrm{Im}\ln D(E+i0)=\pi\{[M-N(E)]-[M-N_0(E)]\}=-\pi\,\Delta N(E).
\]

The number of sites cancels because cutting removes none of them. The result is

\[
\Delta N(E)=-\frac1\pi\,\mathrm{Im}\ln\det\left[1-G_0(E+i0)V\right].
\]

**Q.** A logarithm is defined only up to \(2\pi i\). You could shift your answer by two states.

**A.** The derivation fixes the branch. I added the arguments of the separate factors. That sum is continuous in the upper half-plane and tends to zero for \(|z|\to\infty\), where all factors have the same argument and their numbers match. So \(\ln D\) must be followed continuously from the value zero at infinity. Taking the principal value of the final complex number can fail, and a case will appear below.

Differentiation gives the density of states. Since \(d\ln\det(z-H)/dz=\sum_j(z-e_j)^{-1}=\mathrm{Tr}\,G\),

\[
\frac{d\ln D}{dz}=\mathrm{Tr}(G-G_0),\qquad
\Delta n(E)=\frac{d\Delta N}{dE}=-\frac1\pi\,\mathrm{Im}\,\mathrm{Tr}(G-G_0).
\]

**Q.** The determinant still has the size of the whole crystal.

**A.** List the touched sites first. \(V\) gives zero on every other site, so the columns of \(G_0V\) belonging to untouched sites vanish. With \(P\) the projector on the touched sites and \(Q=1-P\),

\[
1-G_0V=\begin{pmatrix}1-PG_0P\,V&0\\-QG_0P\,V&1\end{pmatrix}.
\]

This matrix is block triangular, so \(D=\det(1-PG_0P\,V)\), a determinant on the touched sites alone. It needs \(G_0\) between those sites, and these elements have a limit for an infinite crystal when \(\mathrm{Im}\,z>0\).

**Q.** Then do it for a chain. What is \(G_0\)?

**A.** Each site has one orbital of energy \(\varepsilon_0\), and neighbours are joined by hopping \(-t\), with \(t>0\). Write \(g_n\) for the element of \(G_0\) between sites \(n\) apart. From \((z-H_0)G_0=1\),

\[
(z-\varepsilon_0)g_n+t(g_{n-1}+g_{n+1})=\delta_{n0}.
\]

For \(n\ne0\) the decaying solution is \(g_n=g_0\mu^{|n|}\), where

\[
\mu+\frac1\mu=-\frac{z-\varepsilon_0}{t},\qquad |\mu|<1 .
\]

The two roots are reciprocals. Both could lie on the unit circle only for real \(z\), so for \(\mathrm{Im}\,z>0\) one is inside. The equation at \(n=0\) fixes \(g_0\):

\[
1=(z-\varepsilon_0+2t\mu)g_0=t\left(\mu-\frac1\mu\right)g_0,
\qquad g_0=-\frac{\mu}{t(1-\mu^2)} .
\]

A ring of \(N\) sites has the same elements plus terms from paths around the ring, smaller by powers of \(|\mu|^N\). They vanish for \(N\to\infty\) at fixed \(\mathrm{Im}\,z>0\).

**Q.** Which root is it inside the band, where both have modulus one?

**A.** Put \(\mu=e^{i(k+i\kappa)}\) with \(\kappa>0\), so that \(|\mu|<1\). Then \(z=\varepsilon_0-2t\cos(k+i\kappa)\), whose imaginary part is \(2t\sin k\sinh\kappa\). It is positive for \(0<k<\pi\). Letting \(\kappa\to0\),

\[
\mu=e^{ik},\qquad E=\varepsilon_0-2t\cos k,\qquad 0<k<\pi .
\]

The bottom of the band is at \(k=0\) and the top at \(k=\pi\).

**Q.** Now cut the bond between sites 0 and 1.

**A.** The bond has matrix element \(-t\), so removing it requires \(V=t(|0\rangle\langle1|+|1\rangle\langle0|)\). On these two sites,

\[
PG_0P=\begin{pmatrix}g_0&g_1\\g_1&g_0\end{pmatrix},\qquad
V=\begin{pmatrix}0&t\\t&0\end{pmatrix}.
\]

Both are diagonal in the even and odd combinations of the two orbitals. Their eigenvalues are \(g_0+g_1\) and \(t\) for the even one, \(g_0-g_1\) and \(-t\) for the odd one. With \(g_1=\mu g_0\),

\[
t(g_0+g_1)=-\frac{\mu(1+\mu)}{1-\mu^2}=-\frac{\mu}{1-\mu},\qquad
t(g_0-g_1)=-\frac{\mu}{1+\mu}.
\]

Hence

\[
D=\left(1+\frac{\mu}{1-\mu}\right)\left(1-\frac{\mu}{1+\mu}\right)
=\frac1{1-\mu}\,\frac1{1+\mu}=\frac1{1-\mu^2}.
\]

**Q.** And the phase?

**A.** For \(|\mu|<1\) the real part of \(1-\mu^2\) is positive, so its argument stays between \(-\pi/2\) and \(\pi/2\). At infinity \(\mu\to0\) and the argument is zero, as the branch requires. Inside the band,

\[
1-e^{2ik}=e^{ik}(e^{-ik}-e^{ik})=-2i\sin k\,e^{ik}=2\sin k\,e^{i(k-\pi/2)} .
\]

Since \(\ln D=-\ln(1-\mu^2)\), the two minus signs cancel:

\[
\Delta N(E)=\frac1\pi\left(k-\frac\pi2\right)
=\frac1\pi\arcsin\frac{E-\varepsilon_0}{2t}.
\]

The last form uses \(\sin(k-\pi/2)=-\cos k=(E-\varepsilon_0)/2t\). Outside the band \(\mu\) is real, \(D\) is positive, and \(\Delta N=0\).

**Q.** Your function does not join up. It is zero below the band and \(-1/2\) just inside it.

**A.** That jump is the edge contribution. At the bottom \(\Delta N\) goes from 0 to \(-1/2\). At the top it goes from \(+1/2\) to 0, again a jump of \(-1/2\). Differentiating,

\[
\Delta n(E)=\frac{1}{\pi\sqrt{4t^2-(E-\varepsilon_0)^2}}
-\frac12\delta(E-\varepsilon_0+2t)-\frac12\delta(E-\varepsilon_0-2t),
\]

where the first term exists inside the band only. One cut makes two surfaces, which are mirror images, so each takes half: \(-1/4\) state at each band edge. The smooth term integrates to \(+1\), or \(+1/2\) per surface, and the total change is zero, as it must be when no orbital is removed.

**Q.** A quarter of a state cannot be missing. A finite chain has whole levels.

**A.** It does, and for a finite system \(\Delta N(E)\) is an integer at every \(E\) between levels. The fraction belongs to the limit in which the length goes to infinity first and \(\mathrm{Im}\,z\) to zero afterwards. The count is then smoothed over an energy much wider than the level spacing.

The finite chain shows where the fraction comes from. With \(N\) sites and free ends the states are \(\sin(kj)\), with zeros at the fictitious sites 0 and \(N+1\). Thus \(k=\pi m/(N+1)\), \(m=1,\dots,N\). The values \(k=0\) and \(k=\pi\) are missing, because their sine vanishes on all sites. Sum a smooth function \(F(E)\) over the levels, writing \(f(k)=F(\varepsilon_0-2t\cos k)\). The trapezoidal rule gives the endpoints half weight, so for large \(N\)

\[
\sum_{m=1}^{N}f(k_m)\simeq\frac{N+1}{\pi}\int_0^\pi f\,dk-\frac12[f(0)+f(\pi)].
\]

The uncut ring gives \((N/\pi)\int_0^\pi f\,dk\). The difference is

\[
\frac1\pi\int_0^\pi f\,dk-\frac12[f(0)+f(\pi)],
\]

which is \(\int F\,\Delta n\,dE\) with the density found above, because \(dk=dE/\sqrt{4t^2-(E-\varepsilon_0)^2}\). The edge terms are the endpoint terms of a sum over standing waves. They are not bound states.

**Q.** Give me numbers for this.

**A.** Take round model parameters, \(\varepsilon_0=-0.20\) and \(t=0.05\) hartree, so the band runs from \(-0.30\) to \(-0.10\) hartree. Choose \(F=\exp\{-[(E-c)/w]^2\}\) with \(c=-0.26\) and \(w=0.04\) hartree. At the bottom edge \((E-c)/w=-1\) and \(F=e^{-1}\). At the top the ratio is 4 and \(F=e^{-16}\), which is negligible. The edge part is therefore \(-e^{-1}/2=-0.1839\). Quadrature of the smooth part gives \(+0.3107\), so the predicted change is \(+0.1268\). Numerical diagonalization of a ring and an open chain, both of 1202 sites, gives \(+0.1268\) for the difference of the two level sums. Without the edge part the prediction would be more than twice too large.

The integrated count can be read off the same levels. At \(E=-0.25\) hartree, \(k=\pi/3\), and the formula gives \(\tfrac12(1/3-1/2)=-1/12=-0.0833\) per surface. To count from the levels, I replace each step by an arctangent of width \(0.02t\) to \(0.08t\), all wider than the level spacing, and extrapolate the difference to zero width. This also gives \(-0.0833\).

**Q.** Why should the weight be \(-1/4\) and not some other fraction? Is it an accident of this determinant?

**A.** It comes from the square root at a band edge. Let \(\zeta=z-E_{\rm edge}\), and suppose \(D\propto\zeta^\nu\) near the edge. On passing from below to above the edge, \(\arg\zeta\) drops from \(\pi\) to 0. Then \(\mathrm{Im}\ln D\) changes by \(-\nu\pi\), and \(\Delta N\) jumps by \(+\nu\). A simple zero of \(D\), \(\nu=1\), is one new bound state. At the bottom edge put \(\mu=e^{iq}\) with small \(q\). Then \(\zeta\simeq tq^2\) and \(1-\mu^2\simeq-2iq\), so \(D\propto\zeta^{-1/2}\). At the top \(\mu\) is near \(-1\), and the same expansion applies. Two surfaces share \(\nu=-1/2\).

**Q.** Real surfaces are not ideal cuts. The end atom has fewer neighbours and its level shifts. Does your quarter survive?

**A.** Let both new end sites have energy \(\varepsilon_0+U\), with \(u=U/t\). Now \(V\) has \(U\) on its diagonal, and its even and odd eigenvalues are \(U+t\) and \(U-t\). With the combinations of \(g_0\) and \(g_1\) found before,

\[
D=\left[1+\frac{(u+1)\mu}{1-\mu}\right]\left[1+\frac{(u-1)\mu}{1+\mu}\right]
=\frac{1+u\mu}{1-\mu}\,\frac{1+u\mu}{1+\mu}
=\frac{(1+u\mu)^2}{1-\mu^2}.
\]

For the branch, note that \(\mathrm{Im}\,\mu>0\) in the upper half-plane. The factor \(1+u\mu\) therefore never crosses the real axis there, and its own argument, between \(-\pi\) and \(\pi\), is continuous and starts from zero at infinity. Per surface,

\[
\Delta N_s(E)=\frac{k}{2\pi}-\frac14-\frac1\pi\arg(1+ue^{ik}).
\]

The square in \(D\) doubles this argument. For \(|u|>1\) the doubled phase can reach \(2\pi\) in magnitude (\(+2\pi\) for \(u>1\), \(-2\pi\) for \(u<-1\)), and here the principal value of \(\ln D\) would give a wrong count.

At the edges \(\mu=\pm1\). Unless \(|u|=1\), the new factor is finite and nonzero there, so the exponent of \(D\) is unchanged and the quarter survives.

**Q.** And when \(|u|=1\)?

**A.** Take \(u=1\). At the top edge \(1+\mu\) vanishes as \(\zeta^{1/2}\). Its square contributes \(+1\) to the exponent of \(D\), so \(\nu=1-1/2=+1/2\), or \(+1/4\) per surface. The reason is visible in the wave function. At the top edge the bounded bulk solution alternates in sign with constant amplitude, \(\psi_2=-\psi_1\); the other solution at this energy grows linearly with distance. The equation at the end site is

\[
(\varepsilon_0+U)\psi_1-t\psi_2=(\varepsilon_0+2t)\psi_1,
\]

which requires \(U=t\). At this value the edge wave, otherwise forbidden, fits the surface. For \(u=-1\) the same happens at the bottom.

The weights can also be extracted from levels. Near an edge \(\mathrm{Tr}(G-G_0)\simeq\nu/\zeta\), so I multiply the trace difference of the 1202-site systems by \(\zeta\), at distances \(0.001t\) and \(0.004t\) outside the band. Call the results, halved to refer to one surface, \(w_1\) and \(w_4\). Their leading error goes as the square root of the distance, except at \(|U|=t\), where this term is absent. The combination \(2w_1-w_4\) removes it. For the top edge this gives:

- \(U=0\): \(-0.250\)
- \(U=0.5t\): \(-0.248\)
- \(U=t\): \(+0.250\)
- \(U=2t\): \(-0.248\)

The remaining error starts at first order in the distance, which leaves room for the small departures from a quarter.

**Q.** For \(U=2t\) I would expect a surface state. How can the edge weight not notice it?

**A.** The state is paid for elsewhere. It sits where \(1+u\mu=0\), that is \(\mu=-1/u\), which decays into the chain if \(|u|>1\). Its energy is

\[
E_s=\varepsilon_0-t\left(\mu+\frac1\mu\right)=\varepsilon_0+t\left(u+\frac1u\right),
\]

or \(-0.20+0.05\times2.5=-0.075\) hartree for \(u=2\), above the band. Just inside the bottom edge \(\Delta N_s=-1/4\). Just inside the top, \(\arg(1+2e^{ik})\to\pi\) and \(\Delta N_s=1/2-1/4-1=-3/4\). The continuum now carries \(-1/2\) instead of \(+1/2\). The balance per surface is

\[
-\frac14-\frac12-\frac14+1=0 .
\]

Between the band and the surface state one whole state per surface is missing, and the surface state restores it.

**Q.** Does any of this have consequences one could measure, or is it bookkeeping?

**A.** It determines the one-electron part of the surface energy, that is, the change in the sum of occupied levels at fixed electron number in a long chain. When the Fermi level lies inside the band, electrons that the surface gains or loses are exchanged with the bulk at the Fermi energy, so this change equals the change in the grand potential at fixed Fermi level. In a gap the two can differ. For a full band with \(u=2\), fixed number forces the surface states to be filled, and a Fermi level placed between the band and \(E_s\) gives a grand-potential change smaller by \(2(E_s-E_F)\) per surface. At zero temperature and fixed Fermi level \(E_F\), each occupied state contributes \(E-E_F\) to the grand potential. With two spins, integration by parts gives

\[
\Delta\Omega=2\int_{-\infty}^{E_F}(E-E_F)\,\Delta n\,dE=-2\int_{-\infty}^{E_F}\Delta N\,dE .
\]

The boundary term vanishes at \(E_F\) because of the factor \(E-E_F\), and far below the band because \(\Delta N=0\). For the ideal cut at half filling, \(E_F=\varepsilon_0\). With \(y=(E-\varepsilon_0)/2t\),

\[
\Delta\Omega=-\frac{4t}{\pi}\int_{-1}^{0}\arcsin y\,dy
=\frac{4t}{\pi}\left(\frac\pi2-1\right)=2t\left(1-\frac2\pi\right).
\]

Half of this belongs to each surface:

\[
\gamma=t\left(1-\frac2\pi\right)=0.0182\ \text{hartree}=0.494\ \text{eV}.
\]

Because \(\Delta N(\varepsilon_0)=0\), the electron number does not change either, and \(\gamma\) is also the energy cost at fixed number in a long chain. Diagonalization at half filling gives 0.01823 hartree per surface with 602 sites and 0.01820 with 1202. Extrapolation linear in \(1/N\) gives 0.01817, the value of the formula to these digits. This is not yet the total energy. A sum of mean-field levels counts the electron repulsion twice, and the correction for this is left out. So are the response of the mean field to the cut, electron correlation, the ion-ion energy and the relaxation of atoms.

**Q.** You chose half filling, where the charge takes care of itself. What happens elsewhere?

**A.** Then the ideal cut is not neutral. At \(k_F=\pi/3\) the bulk holds \(2k_F/\pi=2/3\) electron per site, and \(E_F=-0.25\) hartree. We found \(-1/12\) state per surface and spin, so each surface lacks \(1/6\) electron. The bulk fixes \(E_F\), and the missing charge produces a potential that attracts electrons to the surface. In the simplest model that potential acts on the end site alone. Neutrality, \(\Delta N_s(E_F)=0\), requires

\[
\arg(1+ue^{ik_F})=\varphi,\qquad \varphi=\frac{k_F}{2}-\frac\pi4=-\frac{\pi}{12}.
\]

Multiplying \(1+ue^{ik_F}\) by \(e^{-i\varphi}\) must give a positive real number. Its imaginary part is \(-\sin\varphi+u\sin(k_F-\varphi)\), so

\[
u=\frac{\sin\varphi}{\sin(k_F-\varphi)}=-\frac{\sin(\pi/12)}{\sin(5\pi/12)}=-0.268 .
\]

The real part, \(\cos\varphi+u\cos(k_F-\varphi)\), is positive, as needed. The shift is \(U=-0.0134\) hartree, downward as expected for a site that must attract electrons. A self-consistent calculation would spread the potential over several sites, but neutrality would still constrain the phase of \(D\) at \(E_F\).

**Q.** So may I quote \(-1/4\) for any crystal surface?

**A.** Not without conditions. The derivation holds for a one-orbital chain with nearest-neighbour hopping, cut ideally or with a shifted end site away from \(|U|=t\). It carries over to a simple cubic crystal with the same kind of hopping, cleaved on a cube face. The wavevector parallel to the face is conserved, and each value of it gives a separate chain with its own \(\varepsilon_0\). The quarter then applies at the edges of each of these chains. Summed over the parallel wavevector, the two delta functions become \(-1/4\) times the density of states of a single layer, shifted down and up by \(2t\). This is spread over a range of energies. Near its edge the layer band is parabolic in two dimensions, so its density of states starts at a finite value. At the crystal's own band edges the change in the density of states therefore has a finite step, not a delta function. The determinant formula is more general. As written, it assumes independent electrons and an unchanged set of orthonormal orbitals. For orbitals with an overlap matrix \(S\) that the cut leaves unchanged, it holds with \(G_0=(zS-H_0)^{-1}\), because \(\det(zS-H)=\det S\prod_j(z-e_j)\) and \(\det S\) cancels in \(D\). An overlap left across the cut still couples the two halves through \(zS\), so a true cleavage removes it as well. Then \(S=S_0+\Delta S\), \(G_0=(zS_0-H_0)^{-1}\), and \(V\) is replaced by \(V-z\Delta S\). This gives \(D\) the extra factor \(\det S/\det S_0\), which is positive and leaves the phase, and hence \(\Delta N\), given by the same formula. A perturbation of finite extent, taken here at fixed parallel wavevector, keeps the determinant small.
